# Kinetic surface energy of an electron gas behind hard walls: a numerical check

```python
"""Kinetic surface energy of free electrons behind hard walls (atomic units).

Result under test: if the wall stands d = 3 pi/(8 kF) outside the edge of a
neutralizing background of density kF^3/(3 pi^2), the kinetic energy above the
bulk value is sigma = kF^4/(160 pi) per unit area.
It rests on Weyl's law with spin, N(k) = V k^3/(3 pi^2) - S k^2/(8 pi), and on
E(k) = V k^5/(10 pi^2) - S k^4/(32 pi); V is volume, S is surface area.
Independent side: explicit levels of a box and a sphere, exact slab sums.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import spherical_jn

pi = np.pi


def surface_coefficients(levels, degeneracy, volume, area, center, width=20.0):
    """Missing N/(S k^2) and missing E/(S k^4), averaged over a Hann window."""
    u = np.clip((levels - center + width / 2) / width, 0, 1)
    filled = 1 - u + np.sin(2 * pi * u) / (2 * pi)
    number = 2 * np.sum(degeneracy * filled)
    energy = np.sum(degeneracy * levels**2 * filled)
    t = np.arange(20000) / 20000
    k = center + width * (t - 0.5)
    weight = 1 - np.cos(2 * pi * t)

    def moment(p):
        return np.mean(weight * k**p)

    c_number = (volume * moment(3) / (3 * pi**2) - number) / (area * moment(2))
    c_energy = (volume * moment(5) / (10 * pi**2) - energy) / (area * moment(4))
    return np.array([c_number, c_energy])


def box_levels(sides, k_max):
    axes = [(pi * np.arange(1, int(k_max * s / pi) + 2) / s) ** 2 for s in sides]
    k = np.sqrt(axes[0][:, None, None] + axes[1][None, :, None]
                + axes[2][None, None, :]).ravel()
    return k[k < k_max]


def sphere_levels(k_max):
    """Zeros of spherical Bessel functions for unit radius, weight 2l+1."""
    zeros, weights = [], []
    for l in range(int(k_max) + 1):
        x = np.arange(l + 0.5, k_max + 0.02, 0.02)
        f = spherical_jn(l, x)
        i = np.nonzero(f[:-1] * f[1:] < 0)[0]
        root = x[i] - f[i] * (x[i + 1] - x[i]) / (f[i + 1] - f[i])
        zeros.append(root)
        weights.append(np.full(len(root), 2 * l + 1))
    return np.concatenate(zeros), np.concatenate(weights)


def fill_slab(number_per_area, wall_separation):
    """Exact ground state: subband count, Fermi wavenumber, energy per area."""
    L = wall_separation
    k_guess = (3 * pi**2 * number_per_area / L) ** (1 / 3)
    m = np.arange(1, int(2 * k_guess * L / pi) + 12, dtype=float)
    q = pi * m / L
    k_squared = (2 * pi * number_per_area + np.cumsum(q**2)) / m
    first = np.argmax(k_squared <= (q + pi / L) ** 2)
    energy = np.sum(k_squared[first] ** 2 - q[:first + 1] ** 4) / (8 * pi)
    return first + 1, np.sqrt(k_squared[first]), energy


def slab_surface_energy(kF, background, offset):
    """Neutral slab, each wall placed 'offset' outside the background edge."""
    density = kF**3 / (3 * pi**2)
    bands, k_top, energy = fill_slab(density * background,
                                     background + 2 * offset)
    excess = energy - background * kF**5 / (10 * pi**2)
    return bands, k_top, excess / 2


# Weyl surface terms from explicit spectra of two different shapes
expected = np.array([1 / (8 * pi), 1 / (32 * pi)])
sides = (1.0, 1.2, 1.5)
box = box_levels(sides, 131.0)
box_volume = np.prod(sides)
box_area = 2 * (sides[0] * sides[1] + sides[1] * sides[2] + sides[0] * sides[2])
ball, ball_weight = sphere_levels(81.0)
cases = [("box", box, np.ones(len(box)), box_volume, box_area, 60.0),
         ("sphere", ball, ball_weight, 4 * pi / 3, 4 * pi, 35.0)]
print("Weyl surface coefficients, theory (N, E): %.6f %.6f" % tuple(expected))
for name, levels, weight, volume, area, center in cases:
    low = surface_coefficients(levels, weight, volume, area, center)
    high = surface_coefficients(levels, weight, volume, area, 2 * center)
    for k_mid, c in ((center, low), (2 * center, high)):
        print("%s levels, mean k = %.0f (N, E): %.6f %.6f"
              % (name, k_mid, c[0], c[1]))
    deviation_low, deviation_high = low / expected - 1, high / expected - 1
    assert np.all(np.abs(deviation_high) < 0.02)
    # corrections from edges or curvature must fall as 1/k
    assert np.all(np.abs(deviation_low / deviation_high - 2) < 0.3)

# Model electron gas
rs = 4.0
kF = (9 * pi / 4) ** (1 / 3) / rs
density = kF**3 / (3 * pi**2)
d = 3 * pi / (8 * kF)
sigma = kF**4 / (160 * pi)
pressure = kF**5 / (15 * pi**2)

# Density profile at a wall: explicit subband sum against the closed form
L_test = 2000 / kF
q = pi * np.arange(1, int(kF * L_test / pi) + 1) / L_test
print("density near wall: kF*z, n/nbar from levels, n/nbar from formula")
for kz in (0.5, 1.5, 3.0, 6.0):
    z = kz / kF
    n_sum = np.sum(2 / L_test * np.sin(q * z) ** 2 * (kF**2 - q**2)) / (2 * pi)
    n_formula = 1 - 3 * spherical_jn(1, 2 * kz) / (2 * kz)
    assert abs(n_sum / density - n_formula) < 1e-3
    print("  %.1f  %.5f  %.5f" % (kz, n_sum / density, n_formula))
deficit = quad(lambda x: 3 * spherical_jn(1, x) / x, 1e-9, 2000,
               limit=4000)[0] / (2 * kF)
assert abs(deficit / d - 1) < 1e-4

# Displacement from slab sums at fixed Fermi wavenumber
L_big = 1e5 / kF
q = pi * np.arange(1, int(kF * L_big / pi) + 1) / L_big
slab_number = np.sum(kF**2 - q**2) / (2 * pi)
d_slab = (L_big - slab_number / density) / 2
assert abs(d_slab / d - 1) < 1e-3

# Surface energy at fixed electron number, for both wall positions
thick = 1e4 / kF
sigma_displaced = slab_surface_energy(kF, thick, d)[2]
sigma_at_edge = slab_surface_energy(kF, thick, 0.0)[2]
assert abs(sigma_displaced / sigma - 1) < 1e-4
assert abs(sigma_at_edge / (kF**4 / (32 * pi)) - 1) < 1e-3
assert abs((sigma_at_edge - sigma_displaced) / (pressure * d) - 1) < 1e-3

# Shell oscillation: relative error times (kF L)^2 stays bounded, not vanishing
scaled = []
for low_kL, high_kL in ((30, 60), (150, 300)):
    values = []
    for kL in np.linspace(low_kL, high_kL, 1500):
        s = slab_surface_energy(kF, kL / kF - 2 * d, d)[2]
        values.append(abs(s / sigma - 1) * kL**2)
    scaled.append(max(values))
assert max(scaled) < 8 and min(scaled) > 5

hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
print("r_s = %.1f bohr" % rs)
print("kF = %.5f 1/bohr" % kF)
print("background density = %.6e 1/bohr^3" % density)
print("wall displacement d = %.4f bohr = %.4f angstrom" % (d, d * bohr * 1e10))
print("d from integrated density deficit = %.4f bohr" % deficit)
print("d from slab level sum = %.4f bohr" % d_slab)
print("added bulk energy d*kF^5/(10 pi^2) = %.5e hartree/bohr^2"
      % (d * kF**5 / (10 * pi**2)))
print("Weyl energy reduction kF^4/(32 pi) = %.5e hartree/bohr^2"
      % (kF**4 / (32 * pi)))
print("surface energy sigma = %.5e hartree/bohr^2" % sigma)
print("surface energy sigma = %.4f J/m^2" % (sigma * hartree / bohr**2))
print("sigma from very thick slab = %.5e hartree/bohr^2" % sigma_displaced)
print("same with wall at background edge = %.5e hartree/bohr^2" % sigma_at_edge)
print("ratio of the two slab results = %.4f" % (sigma_at_edge / sigma_displaced))
print("pressure p = %.5e hartree/bohr^3" % pressure)
print("work p*d = %.5e hartree/bohr^2" % (pressure * d))
print("neutral slabs with displaced walls: background thickness (bohr),")
print("  subbands, top k (1/bohr), surface energy (hartree/bohr^2), ratio")
for D in (20.0, 40.0, 80.0, 160.0):
    bands, k_top, s = slab_surface_energy(kF, D, d)
    print("  %.0f  %d  %.5f  %.5e  %.4f" % (D, bands, k_top, s, s / sigma))
print("largest |ratio-1|*(kF L)^2, kF L in 30-60: %.2f" % scaled[0])
print("largest |ratio-1|*(kF L)^2, kF L in 150-300: %.2f" % scaled[1])
print("all good")
```

Running it gives:

```
Weyl surface coefficients, theory (N, E): 0.039789 0.009947
box levels, mean k = 60 (N, E): 0.038710 0.009767
box levels, mean k = 120 (N, E): 0.039246 0.009857
sphere levels, mean k = 35 (N, E): 0.038837 0.009791
sphere levels, mean k = 70 (N, E): 0.039308 0.009868
density near wall: kF*z, n/nbar from levels, n/nbar from formula
  0.5  0.09649  0.09649
  1.5  0.65432  0.65432
  3.0  1.08389  1.08389
  6.0  1.01851  1.01851
r_s = 4.0 bohr
kF = 0.47979 1/bohr
background density = 3.730194e-03 1/bohr^3
wall displacement d = 2.4554 bohr = 1.2994 angstrom
d from integrated density deficit = 2.4554 bohr
d from slab level sum = 2.4555 bohr
added bulk energy d*kF^5/(10 pi^2) = 6.32535e-04 hartree/bohr^2
Weyl energy reduction kF^4/(32 pi) = 5.27113e-04 hartree/bohr^2
surface energy sigma = 1.05423e-04 hartree/bohr^2
surface energy sigma = 0.1641 J/m^2
sigma from very thick slab = 1.05423e-04 hartree/bohr^2
same with wall at background edge = 5.27195e-04 hartree/bohr^2
ratio of the two slab results = 5.0008
pressure p = 1.71737e-04 hartree/bohr^3
work p*d = 4.21690e-04 hartree/bohr^2
neutral slabs with displaced walls: background thickness (bohr),
  subbands, top k (1/bohr), surface energy (hartree/bohr^2), ratio
  20  3  0.48007  1.00964e-04  0.9577
  40  6  0.48007  1.04194e-04  0.9883
  80  12  0.48000  1.05326e-04  0.9991
  160  25  0.47980  1.05529e-04  1.0010
largest |ratio-1|*(kF L)^2, kF L in 30-60: 6.39
largest |ratio-1|*(kF L)^2, kF L in 150-300: 6.34
all good
```
